\section*{How Dense Must Donors Be to Lose Their Bound Electrons?}

\section*{Question}

A donor atom in a semiconductor holds its extra electron in a large hydrogen-like orbit of radius $a_B$. When many donors are present and their electrons are mobile, these electrons screen the attraction of each donor ion. At what density $n$ does the screened ion lose its last bound state, how does this density scale with $a_B$, and what does the estimate give for doped silicon? Mott's criterion puts the transition to a metal at $n^{1/3}a_B\approx0.25$. Does the loss of the bound state really produce that number?

\section*{Answer}

The scaling $n_c\propto a_B^{-3}$ follows directly from Thomas--Fermi screening. The coefficient depends on how the bound state and the screening are treated. A hydrogenic trial orbital gives $n_c^{1/3}a_B=0.25$, while solving the Schr\"odinger equation in the same screened potential gives $0.36$. For silicon treated with a single isotropic valley, both lead to densities of order $10^{18}$ to $10^{19}\,\mathrm{cm^{-3}}$. With silicon's six valleys the same screening theory gives a far lower density and violates its own assumptions; most of that drop disappears when the screening is allowed to depend on wave vector.

\subsection*{The screened donor}

Start on the metallic side. Electrons of density $n$, charge $-e$ and isotropic effective mass $m$ move in a host of permittivity $\varepsilon=\varepsilon_r\varepsilon_0$. They occupy one conduction-band valley, with two spin states, at a temperature low enough for a sharp Fermi surface. We single out one donor ion of charge $+e$ and smear the others into a uniform background that neutralizes the average electron charge. Disorder, overlap between donors, exchange and correlation are left out.

In a volume $V$ each allowed wave vector occupies $(2\pi)^3/V$ of wave-vector space. Filling a sphere of radius $k_F$ with two electrons per wave vector gives
\begin{equation}
n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},
\qquad k_F=(3\pi^2n)^{1/3}.
\end{equation}
With $E_F=\hbar^2k_F^2/2m$, the density of states per volume at the Fermi energy is
\begin{equation}
D=\frac{dn/dk_F}{dE_F/dk_F}
=\frac{k_F^2/\pi^2}{\hbar^2k_F/m}=\frac{mk_F}{\pi^2\hbar^2}.
\end{equation}

Let $U(r)$ be the potential energy of an electron near the ion. If $U$ varies slowly, each small region is a uniform gas whose levels are shifted by $U$. The chemical potential is the same everywhere, so the local kinetic Fermi energy is $E_F-U$, and to first order in $U$ the density changes by $\delta n=-DU$. An attractive $U<0$ collects electrons.

The electrostatic potential is $-U/e$, and the charge density is $e\,\delta(\mathbf r)-e\,\delta n$. Poisson's equation becomes
\begin{equation}
\nabla^2U=\frac{e^2}{\varepsilon}\left[\delta(\mathbf r)-\delta n\right]
=\frac{e^2}{\varepsilon}\delta(\mathbf r)+k^2U,
\qquad k^2=\frac{e^2D}{\varepsilon}.
\end{equation}
For $r>0$ this reads $(rU)''=k^2(rU)$, with solutions $e^{\pm kr}$. The growing one is excluded. Close to the ion the bare Coulomb energy must remain, which fixes the amplitude:
\begin{equation}
U(r)=-\frac{e^2}{4\pi\varepsilon r}\,e^{-kr}.
\end{equation}

The effective Bohr radius is $a_B=4\pi\varepsilon\hbar^2/(me^2)$, so $me^2/(\varepsilon\hbar^2)=4\pi/a_B$. Inserting $D$ gives
\begin{equation}
k^2=\frac{me^2}{\varepsilon\hbar^2}\,\frac{k_F}{\pi^2}=\frac{4k_F}{\pi a_B}.
\end{equation}
Multiplying by $a_B^2$ and inserting $k_F$,
\begin{equation}
(ka_B)^2=\frac4\pi(3\pi^2)^{1/3}\,n^{1/3}a_B=3.939\,n^{1/3}a_B,
\end{equation}
or, solved for the density,
\begin{equation}
n^{1/3}a_B=0.254\,(ka_B)^2. \label{eq:density}
\end{equation}
What remains is a pure number: the value of $ka_B$ at which binding ends.

\subsection*{Where 0.25 comes from}

From here to the end of the next subsection, lengths are in units of $a_B$ and energies in units of $\hbar^2/(ma_B^2)=e^2/(4\pi\varepsilon a_B)$, which is two effective Rydbergs. Thus $k$ stands for $ka_B$, and
\begin{equation}
H=-\tfrac12\nabla^2-\frac{e^{-kr}}{r}.
\end{equation}
The potential vanishes at infinity, so unbound states start at zero energy. Any normalizable function with negative mean energy therefore proves that a bound state exists, because the ground-state energy cannot lie above that mean.

Take the hydrogenic orbital $\psi=\sqrt{\lambda^3/\pi}\,e^{-\lambda r}$. Since $|\nabla\psi|^2=\lambda^2\psi^2$ and $\psi$ is normalized,
\begin{align}
\langle T\rangle&=\tfrac12\int|\nabla\psi|^2\,d^3r=\frac{\lambda^2}{2},\\
\langle U\rangle&=-4\lambda^3\int_0^\infty r\,e^{-(2\lambda+k)r}\,dr
=-\frac{4\lambda^3}{(2\lambda+k)^2}.
\end{align}
The sum is negative if $(2\lambda+k)^2<8\lambda$, that is, if
\begin{equation}
k<\sqrt{8\lambda}-2\lambda .
\end{equation}
The right side is concave in $\lambda$. Its derivative $\sqrt{2/\lambda}-2$ vanishes at $\lambda=1/2$, where the right side equals $2-1=1$. Binding is therefore guaranteed for $ka_B<1$, and with equation \eqref{eq:density} the trial orbital loses its binding at
\begin{equation}
n^{1/3}a_B=\frac{\pi}{4(3\pi^2)^{1/3}}=0.254 .
\end{equation}
This is Mott's number. It corresponds to a screening length equal to the Bohr radius and a donor spacing $n^{-1/3}=3.94\,a_B$.

The opposite limit shows how screening first acts. For small $k$ the unscreened orbital, $\lambda=1$, has energy
\begin{equation}
\frac12-\frac{4}{(2+k)^2}\approx\frac12-(1-k)=-\frac12+k .
\end{equation}
The level rises linearly in $k$, hence as $n^{1/6}$. This limit belongs to the model potential; real donors at low density have bound their electrons and no longer supply the mobile gas that was assumed.

\subsection*{Where the bound state really ends}

Failure of one trial orbital does not prove that binding has ended. A weakly bound state has a long tail outside the well, and a single exponential cannot describe both the tail and the region near the ion. For a spherical state write $\psi=u(r)/(\sqrt{4\pi}\,r)$ with $u(0)=0$. The kinetic operator acts on $u$ as $-\frac12d^2/dr^2$, and integration by parts gives the mean energy as $\mathcal E[u]/\int u^2dr$, where
\begin{equation}
\mathcal E[u]=\int_0^\infty\left[\tfrac12u'^2-\frac{e^{-kr}}{r}u^2\right]dr .
\end{equation}

Choose $u=u_0e^{-\eta r}$ with $u_0=1-e^{-skr}$, and let $\eta$ be very small. The cutoff makes $u$ normalizable. Its cost in $\int u'^2dr$ consists of a term $\eta^2\int u_0^2e^{-2\eta r}dr\le\eta/2$ and a cross term of size at most $2\eta\int u_0u_0'\,dr=\eta$. Both vanish as $\eta\to0$, so the sign of $\mathcal E[u_0]$ decides. Its kinetic part is
\begin{equation}
\tfrac12\int_0^\infty s^2k^2e^{-2skr}\,dr=\frac{sk}{4}.
\end{equation}
For the potential part set $x=kr$ and group the terms in pairs:
\begin{equation}
J=\int_0^\infty\frac{\left[e^{-x}-e^{-(1+s)x}\right]-\left[e^{-(1+s)x}-e^{-(1+2s)x}\right]}{x}\,dx .
\end{equation}
Each pair follows from
\begin{equation}
\int_0^\infty\frac{e^{-ax}-e^{-bx}}{x}\,dx=\int_a^b dc\int_0^\infty e^{-cx}\,dx=\ln\frac ba ,
\end{equation}
so that
\begin{equation}
J=\ln(1+s)-\ln\frac{1+2s}{1+s}=\ln\frac{(1+s)^2}{1+2s}.
\end{equation}
A bound state exists whenever $sk/4<J$, or
\begin{equation}
k<\frac4s\ln\frac{(1+s)^2}{1+2s}.
\end{equation}
At $s=1.5$ the right side is $4\ln(1.5625)/1.5=1.1901$, and the best choice, $s=1.535$, raises it to $1.1902$. The bound state thus survives well beyond $k=1$.

The true threshold follows from the zero-energy equation. With $x=kr$ it is
\begin{equation}
\frac{d^2u}{dx^2}=-\frac2k\,\frac{e^{-x}}{x}\,u,\qquad u(0)=0 .
\end{equation}
Far outside the well $u$ is a straight line. The threshold $k_c$ is the value for which a solution without nodes becomes flat there, and two short arguments show why.

First, let $u$ be this positive solution at $k_c$, and write any normalizable trial function as $w=uf$. Expanding the square and using $\frac12u''=Uu$, where primes now denote $d/dr$,
\begin{align}
\tfrac12w'^2+Uw^2
&=\tfrac12\left[u^2f'^2+(uu'f^2)'-uu''f^2\right]+Uu^2f^2\nonumber\\
&=\tfrac12u^2f'^2+\tfrac12(uu'f^2)' .
\end{align}
The last term integrates to zero, because $uu'f^2=w^2u'/u$ vanishes at both ends. Hence $\mathcal E[w]\ge0$ and there is no bound state at $k_c$. For $k>k_c$ the well is shallower at every $r$, so there is none either. States with angular momentum have additional positive centrifugal energy and cannot bind first. Secondly, for $k<k_c$ the well is deeper at every $r$. The flat function $u$, which has $\mathcal E=0$ at $k_c$, now has $\mathcal E<0$, and with a slow cutoff it proves binding.

Numerical integration gives $k_c=1.1906$, just above the analytic lower bound. An independent diagonalization in a large box supports it. At $k=1.1$ the lowest level is $-0.0046$ effective Rydberg, although the hydrogenic orbital with $\lambda=1/2$ has the positive energy $+0.023$. The tail of this state falls as $e^{-\kappa r}$ with $\kappa^2=0.0046$, so its decay length is about $15\,a_B$. At $k=1.3$ the lowest box level is positive.

With $ka_B=1.1906$, equation \eqref{eq:density} gives
\begin{equation}
n_c^{1/3}a_B=0.254\times1.1906^2=0.360,
\end{equation}
or a donor spacing of $2.78\,a_B$. The threshold in $ka_B$ has moved by 19\% relative to the trial result, but $n\propto(ka_B)^6$, so the critical density rises by a factor of $1.1906^6=2.85$. The coefficient $0.25$ is thus a variational estimate: within this screened potential the bound state is still present at that density. The value $0.36$ is in turn exact only for this linearized potential; changes to the screening, discussed at the end, move it by a comparable amount.

\subsection*{How the critical density scales}

With either coefficient $C=0.254$ or $0.360$,
\begin{equation}
n_c=\left(\frac{C}{a_B}\right)^3\propto\left(\frac{m}{\varepsilon_r}\right)^3 .
\end{equation}
Doubling the permittivity at fixed mass doubles the orbit and lowers $n_c$ eightfold. Light carriers in a strongly polarizable host become metallic at low doping.

The screening length itself changes slowly, as $n^{-1/6}$. A density $1000$ times smaller lengthens it by a factor of only $\sqrt{10}\approx3.2$. This weak dependence is why a small error in the binding threshold becomes a large error in the density.

The calculation also suggests why the change could be abrupt. Below $n_c$ an ion in the metal can capture an electron. Capture removes a mobile carrier, weakens the screening and makes further capture easier. This is a heuristic argument about the stability of the metal. It does not establish the nature of the transition in a random array of donors.

\subsection*{Doped silicon}

The material inputs are rough values: $\varepsilon_r\approx12$, and valley masses of about $0.19\,m_e$ in two directions and $0.92\,m_e$ in the third. A spherical orbital has equal mean squares of the three momentum components, so its kinetic energy contains the mean inverse mass:
\begin{equation}
m=\frac{3}{2/0.19+1/0.92}\,m_e=0.258\,m_e .
\end{equation}
We use this mass in the screening as well. That is an approximation: rescaling the axes of the Fermi ellipsoid shows that the density of states contains the geometric mean $(0.19^2\times0.92)^{1/3}\,m_e=0.32\,m_e$, which would raise $k^2$ by a factor $1.24$ and, at a fixed threshold, lower $n_c$ by about a factor of $2$. The anisotropy also acts on the orbit, in the opposite direction: an ellipsoidal trial orbital $e^{-\sqrt{\rho^2/a^2+z^2/b^2}}$ stays bound up to $ka_B\approx1.18$ instead of $1$, and the two changes together raise the trial estimate below by about 40\%. The orbit is larger than that of hydrogen by $12/0.258\approx46.5$, which gives $a_B=2.46\,\mathrm{nm}$. With $1\,\mathrm{nm}=10^{-7}\,\mathrm{cm}$,
\begin{equation}
n_c=\left(\frac{0.254}{2.46\times10^{-7}\,\mathrm{cm}}\right)^3
\approx1.1\times10^{18}\,\mathrm{cm^{-3}}
\end{equation}
for the hydrogenic orbital, and $3.1\times10^{18}\,\mathrm{cm^{-3}}$ for the true threshold.

This radius implies a binding energy of one effective Rydberg, $24.4\,\mathrm{meV}$, whereas a phosphorus donor binds its electron by roughly $45\,\mathrm{meV}$. The real donor is evidently not a hydrogen atom with the mean mass. An ellipsoidal orbital with the two valley masses gives about $28\,\mathrm{meV}$ at this permittivity; the rest lies beyond the effective-mass Coulomb model and is attributed to the short-range potential in the cell of the ion. One can instead infer a radius from the binding energy through $E_b=e^2/(8\pi\varepsilon a_B)$. At fixed permittivity $a_B\propto1/E_b$, so
\begin{equation}
a_B=2.46\,\mathrm{nm}\times\frac{24.4}{45}=1.33\,\mathrm{nm}.
\end{equation}
The two thresholds then give $6.9\times10^{18}$ and $2.0\times10^{19}\,\mathrm{cm^{-3}}$. The change of radius alone multiplies the density by $6.3$. This substitution is a rough device: since equation \eqref{eq:density} was derived with $a_B\propto1/m$, it amounts to using a mass of about $0.48\,m_e$ in the screening as well as in the orbit.

The observed critical density for phosphorus in silicon is roughly $4\times10^{18}\,\mathrm{cm^{-3}}$, inside the range of these four estimates. Expressed as $n^{1/3}a_B$, it is $0.39$ with the larger radius and $0.21$ with the smaller. Silicon therefore supports the order of magnitude, but it cannot decide between $0.25$ and $0.36$, because the uncertainty in the radius is larger than the difference between them.

\subsection*{Where the estimate fails}

Thomas--Fermi screening requires a potential that varies slowly on the scale of the electron wavelength, so $k$ must be small compared with $2k_F$, the diameter of the Fermi sphere. At $ka_B=1$ the relation $k^2=4k_F/(\pi a_B)$ gives $k_Fa_B=\pi/4$ and
\begin{equation}
\frac{k}{2k_F}=\frac2\pi=0.64 ,
\end{equation}
which is marginal. Linear response is also strained. In the units used above, $E_F=\frac12(\pi/4)^2=0.31$, while $|U|=e^{-1}=0.37$ at $r=a_B$. At $r=a_B/2$ it is already $|U|=1.21$, about four times $E_F$, and it keeps growing toward the ion. The linear formula for $\delta n$ is therefore not justified in the inner region, which contributes much of the binding. Keeping the full local relation $\delta n\propto(E_F-U)^{3/2}-E_F^{3/2}$ screens more strongly and lowers the Schr\"odinger threshold from $n^{1/3}a_B=0.36$ to about $0.26$. Keeping linear response but replacing $k^2$ by the wave-vector-dependent Lindhard form raises it to about $0.40$. Neither $0.25$ nor $0.36$ is therefore fixed by the physics to better than these shifts.

Temperature sets another condition. With the larger silicon radius, $ka_B=1$ and one valley, the Fermi energy is about $15\,\mathrm{meV}$, corresponding to roughly $175\,\mathrm K$. The degenerate gas assumed here requires temperatures well below that.

Silicon also has six equivalent valleys. Let $g$ isotropic valleys share the electrons equally, ignoring the anisotropy of each valley in the screening. Each holds $n/g$, so $k_F=(3\pi^2n/g)^{1/3}$, and the total density of states is $g$ times that of one valley:
\begin{equation}
k^2=\frac{4gk_F}{\pi a_B}=\frac{4g^{2/3}(3\pi^2n)^{1/3}}{\pi a_B}.
\end{equation}
At fixed $ka_B$ the product $g^{2/3}n^{1/3}$ is fixed, hence $n_c\propto g^{-2}$. Six valleys reduce the hydrogenic estimate by $36$, to $3.1\times10^{16}\,\mathrm{cm^{-3}}$, about a hundred times below the observed density.

That number is not a usable prediction, because the theory violates its own assumption there. At $ka_B=1$ one now has $k_Fa_B=\pi/(4g)$ and $k/(2k_F)=2g/\pi=3.82$: the potential varies much faster than the electrons can follow in the manner assumed. The factor $36$ is largely an artifact of this failure: with Lindhard screening, which weakens for wave vectors beyond $2k_F$, six isotropic valleys give $n^{1/3}a_B\approx0.23$ for the hydrogenic orbital and $0.27$ for the Schr\"odinger equation, against $0.29$ and $0.40$ for one valley. The one-valley Thomas--Fermi formula avoids the contradiction only by ignoring a real feature of silicon. Its agreement with the observed order of magnitude is therefore not a derivation of the critical density of silicon. It is consistent with $a_B$ setting the length scale, but one material cannot test the scaling, and the agreement of the coefficient may be accidental. The thresholds, densities and silicon values of the linear Thomas--Fermi model with a spherical orbit are collected in the numerical output below.

\section*{Computed values}
\begin{verbatim}
MODEL (lengths in a_B, energies in effective Rydberg)
prefactor of (k a_B)^2 in n^(1/3) a_B: 0.2539
k^2 a_B^2 divided by n^(1/3) a_B: 3.939
1s trial: best lambda a_B = 0.500
1s trial: threshold k a_B = 1.0000
flat-tail trial: best s = 1.535
flat-tail trial: bound at s = 1.5: 1.1901
flat-tail trial: threshold k a_B = 1.1902
true threshold k a_B = 1.1906
lowest energy at k a_B = 1.1: -0.00456 Ry*
lowest box energy at k a_B = 1.3: 0.00022 Ry*
1s trial energy at k a_B = 1.1, lambda a_B = 0.5: 0.0232 Ry*
n^(1/3) a_B, 1s trial: 0.254
n^(1/3) a_B, true threshold: 0.360
density ratio, true/1s trial: 2.85
donor spacing n^(-1/3)/a_B, 1s trial: 3.94
donor spacing n^(-1/3)/a_B, true: 2.78
SILICON, rough inputs
relative permittivity (rough): 12
valley masses (rough): 0.19, 0.92 m_e
phosphorus donor binding energy (rough): 45 meV
observed critical density (rough): 4e+18 cm^-3
SILICON, computed
mean-inverse mass: 0.258 m_e
effective-mass radius: 2.46 nm
effective Rydberg: 24.4 meV
radius from binding energy: 1.33 nm
n_c, effective-mass radius, 1s trial: 1.10e+18 cm^-3
n_c, effective-mass radius, true threshold: 3.14e+18 cm^-3
n^(1/3) a_B at observed density, effective-mass radius: 0.39
n_c, binding radius, 1s trial: 6.90e+18 cm^-3
n_c, binding radius, true threshold: 1.97e+19 cm^-3
n^(1/3) a_B at observed density, binding radius: 0.21
n_c ratio, binding/effective-mass radius: 6.3
Effective-mass radius, k a_B = 1:
screening length: 2.46 nm
Fermi energy, one valley: 15.1 meV
Fermi temperature, one valley: 175 K
k/(2 k_F), one valley: 0.64
k/(2 k_F), six valleys: 3.82
n^(1/3) a_B, six valleys: 0.0769
n_c, six valleys: 3.06e+16 cm^-3
density reduction by six valleys: 36.0
\end{verbatim}
